# Cutoff and Grid Errors in Upward-Marched Range Moments

## Definitions and conventions

An ion starts at depth $x=0$ with energy $E$ and direction cosine $\eta$ relative to the depth axis. It slows in an infinite, uniform, random medium whose atoms have the ion's own mass. There is no surface, so negative depths are allowed. The quantities sought are the raw moments of its final depth,
$$M^n(E,\eta)=\langle x^n\rangle,\qquad n=1,\dots,4,\qquad M^0=1,$$
at normal incidence, $\eta=1$. Mean, straggle (standard deviation), skewness and kurtosis follow from them; kurtosis is the fourth central moment over the squared variance.

A collision transfers energy $T=\tau E$ with cross section $d\sigma=CE^{-m}T^{-1-m}dT$, where $m=1/4$. For atomic density $N$ the collision rate per unit path is
$$N\,d\sigma=NC\,E^{-2m}\tau^{-1-m}d\tau,\qquad 0<\tau<1 .$$
Energies are measured in the implantation energy $E_0$ and lengths in $L=E_0^{2m}/(NC)$, which removes $NC$. These units suit a scale-free model better than atomic units. Electronic stopping is $-dE/ds=kE^{1-2m}$, proportional to velocity for this $m$; the example takes $k=0.5$.

Momentum conservation fixes the deflection $\varphi$. For equal masses,
$$T=E+(E-T)-2\sqrt{E(E-T)}\cos\varphi\quad\Rightarrow\quad \cos\varphi=\sqrt{1-\tau}.$$

## The equations to be marched

Let the ion travel a short path $\delta s$. Its final depth is $\eta\,\delta s$ plus the depth gained from its new state. To first order in $\delta s$,
$$M^n=n\eta\,\delta s\,M^{n-1}+M^n-\delta s\,kE^{1-2m}\frac{\partial M^n}{\partial E}-\delta s\,N\!\int\! d\sigma\,[M^n(E,\eta)-M^n(E-T,\eta')].$$
Cancelling $M^n$ and dividing by $\delta s$ gives
$$n\eta M^{n-1}=N\!\int\! d\sigma\,[M^n(E,\eta)-M^n(E-T,\eta')]+kE^{1-2m}\frac{\partial M^n}{\partial E}.$$

Expand $M^n=\sum_l a_l^n(E)P_l(\eta)$. Averaged over azimuth, $P_l(\eta')$ becomes $P_l(\eta)P_l(\cos\varphi)$, so different $l$ separate on the right. On the left, $\eta P_j=[(j+1)P_{j+1}+jP_{j-1}]/(2j+1)$. The terms $j=l-1$ and $j=l+1$ feed $P_l$, with total source
$$s_l^n=n\left[\frac{l}{2l-1}a_{l-1}^{n-1}+\frac{l+1}{2l+3}a_{l+1}^{n-1}\right].$$
Starting from $a_0^0=1$, only $l\le n$ with $n+l$ even arises: eight functions up to $n=4$.

Multiplication by $E^{2m}$ leaves
$$\Lambda_l a_l^n=E^{2m}s_l^n,\qquad
\Lambda_l a=\int_0^1\!\frac{d\tau}{\tau^{1+m}}\big[a(E)-P_l(\sqrt{1-\tau})\,a(E(1-\tau))\big]+kE\frac{da}{dE}.$$
Each energy needs only lower energies. One can therefore set the moments to zero at and below a cutoff $E_c$ and work upward.

## What goes wrong with the naive march

The naive version uses equal energy steps and a plain sum over lower nodes. It has two faults. First, the gain and loss parts of the integral diverge separately at $\tau\to0$, so a plain sum must omit a cell of some width $h$ around $\tau=0$. For $a=E^p$, the bracket there is $\beta\tau E^p$, with $\beta=p+l(l+1)/4$, because $1-P_l\simeq \tfrac12 l(l+1)(1-\cos\varphi)$ and $1-\cos\varphi\simeq\tau/2$. The omitted part is
$$\beta E^p\int_0^h\tau^{-m}d\tau=\frac{\beta h^{1-m}}{1-m}E^p .$$
With nodes at $\tau=h,2h,\dots$, the plain sum over the other cells offsets part of this. By the Euler–Maclaurin formula, the net omission is $-\zeta(m)\beta h^{1-m}E^p$ to leading order, with $\zeta(m)<0$. The error is therefore still of order $h^{3/4}$: for small $h$, halving $h$ reduces it by a factor of only about 1.7. Second, equal energy steps are a large fraction of the energy near $E_c$, where the march begins.

The second fault suggests nodes $u_i=\ln E_c+ih$ in $u=\ln E$. The first suggests integrating the kernel itself and approximating only the smooth moment. With $w=-\ln(1-\tau)$, the post-collision moment is $a(u-w)$ and the kernel is
$$K(w)=\tau^{-1-m}e^{-w},\qquad \tau=1-e^{-w}.$$
Let $H_j(w)=\max(0,1-|w/h-j|)$ be the linear interpolation functions. Define
$$W_{l,j}=\int_0^\infty KP_l(e^{-w/2})H_j\,dw\ (j\ge1),\qquad
D_l=\int_0^\infty K[1-P_l(e^{-w/2})H_0]\,dw .$$
Both converge: $H_1$ and $1-H_0$ vanish linearly at $w=0$. In the first cell, substituting $w=hz^4$ makes the integrands smooth enough for Gauss quadrature. With a second-order backward difference for electronic stopping, the march is
$$a_i=\frac{E_i^{2m}s_i+\sum_{j=1}^{i-1}W_{l,j}a_{i-j}+k(4a_{i-1}-a_{i-2})/(2h)}{D_l+3k/(2h)},$$
with $a_i=0$ for $i\le0$ when $n\ge1$. No simultaneous equations arise. Since $\sum_{j\ge0}H_j=1$, the sum of all $W_{0,j}$ equals $D_0$. A constant is thus annihilated for $l=0$, which expresses conservation of particle number.

## A reference without a cutoff

Since $\Lambda_l$ is unchanged by a shift of $u$, powers are eigenfunctions: $\Lambda_lE^p=\lambda_l(p)E^p$, with
$$\lambda_l(p)=kp+\int_0^1\tau^{-1-m}[1-P_l(\sqrt{1-\tau})(1-\tau)^p]\,d\tau .$$
Expanding $P_l$ in powers of $\sqrt{1-\tau}$ reduces every case to one integral. For $s>0$, integration by parts gives
$$F(s)=\int_0^1\frac{1-(1-\tau)^s}{\tau^{1+m}}d\tau
=-\frac1m+\frac sm\int_0^1\tau^{-m}(1-\tau)^{s-1}d\tau
=\frac1m\left[\frac{\Gamma(1-m)\Gamma(1+s)}{\Gamma(1+s-m)}-1\right],$$
and the last form continues to $s>-1$. Tests against direct quadrature confirm the resulting symbols.

Without a cutoff, $a_l^n\propto E^{2mn}$, so each equation becomes a division by $\lambda_l(2mn)$. For $n=1$ the source is 1 and $\lambda_1(1/2)=k/2+F(1)=1/4+4/3=19/12$. Hence $M^1=12/19=0.6316$. For $n=2$,
$$\lambda_0(1)=k+F(1)=\tfrac{11}{6},\qquad \lambda_2(1)=k+\tfrac32F(2)-\tfrac12F(1)=\tfrac{125}{42},$$
$$M^2=\tfrac{12}{19}\left[\tfrac23\cdot\tfrac6{11}+\tfrac43\cdot\tfrac{42}{125}\right]=0.5126 .$$
The straggle is $\sqrt{0.5126-0.6316^2}=0.337$. Continuing the recursion gives skewness 0.378 and kurtosis 2.866.

## The grid error

Powers are also eigenfunctions of the discrete operator, with a shifted symbol $\lambda_l^h(p)$. Without a cutoff, this shift is the whole grid error. To find it, put $f(w)=e^{-pw}$ and let $If$ be its linear interpolant. Within a cell, to leading order,
$$If-f=h^2g(w/h)f''(w),\qquad g(x)=\tfrac12\{x\}(1-\{x\}),$$
where braces denote the fractional part. The collision part of $\lambda_l^h-\lambda_l$ is $-\int KP_l(If-f)dw$. Near $w=0$, $KP_lf''\simeq p^2w^{-1-m}$, and scaling $w=hx$ gives $-C_mp^2h^{2-m}$ with $C_m=\int_0^\infty x^{-1-m}g\,dx$.

To evaluate $C_m$, integrate by parts. The boundary terms vanish at integers, leaving $C_m=m^{-1}\int_0^\infty x^{-m}g'dx$, where $g'=\tfrac12-\{x\}$. Integrating once more in each cell up to $x=J$ gives
$$\int_0^Jx^{-m}g'dx=\frac1{1-m}\left[\frac{J^{2-m}}{2-m}+\frac{J^{1-m}}2-\sum_{j=1}^Jj^{1-m}\right].$$
By the Euler–Maclaurin formula, the bracket tends to $-\zeta(m-1)$. Therefore
$$C_m=\frac{\zeta(m-1)}{m(m-1)}=0.713 .$$

The rest, $R=KP_lf''-p^2w^{-1-m}$, is integrable at zero, so $g$ may be replaced by its mean, $1/12$, at order $h^2$. Adding and subtracting $K$,
$$\int_0^\infty\! R\,dw=p^2\!\left[\int_0^\infty\!(KP_le^{-pw}-K)dw+\int_0^\infty\!(K-w^{-1-m})dw\right]=-p^2\!\left[\lambda_l-kp+\frac1m\right].$$
The last integral is $-1/m$ because $\int_\delta^\infty K\,dw=[(1-e^{-\delta})^{-m}-1]/m$, while $\int_\delta^\infty w^{-1-m}dw=\delta^{-m}/m$; the singular parts cancel as $\delta\to0$. Finally, Taylor expansion of the backward difference gives $p-p^3h^2/3+\dots$. Altogether,
$$\lambda_l^h-\lambda_l=-C_mp^2h^{2-m}+h^2\left[\frac{p^2}{12}\left(\frac1m+\lambda_l-kp\right)-\frac{kp^3}{3}\right]+\dots$$

Without a cutoff, the singular cells therefore limit the scheme to order $7/4$, although interpolation and differencing are each of second order for smooth integrands. Consider the mean at 64 intervals per decade, where $h=0.0360$ and $p=1/2$. The two terms are $-5.30\times10^{-4}$ and $+1.17\times10^{-4}$, so the symbol falls by $4.13\times10^{-4}$. Division by $19/12$ predicts a relative rise of 0.026% in the mean, as found numerically. The opposing $h^2$ term also explains why the observed order is 1.67 rather than 1.75.

A cutoff adds an error of first order in $h$. The moment has a kink at $E_c$, and the first backward difference reaches across it. At 64 intervals per decade this lowers the mean by about 0.02% for $E_c=10^{-2}$, comparable with the grid error above, but by only about 0.0003% for $E_c=10^{-4}$. It is counted below as part of the cutoff error on that grid.

Higher moments involve larger $p$, and the leading shift grows as $p^2$. At 64 intervals per decade the grid-only errors of $M^1$ to $M^4$, relative to the exact model values, are 0.026, 0.099, 0.23 and 0.42%. At 8 per decade they are 0.79, 3.0, 7.0 and 13.3%.

## The cutoff error

A simple estimate equates the lost mean depth with the range of an ion at $E_c$, proportional to $E_c^{2m}=E_c^{1/2}$. That overestimates its importance. Let $e$ be the marched minus the uncut $a_1^1$. The sources cancel above $E_c$, so $\Lambda_1e=0$ there, driven by the missing values below. The solutions are powers $E^p$ with
$$\lambda_1(p)=kp+F(p+\tfrac12)=0 .$$
Here $\lambda_1(-1/2)=-k/2<0$, $\lambda_1(0)=F(1/2)>0$, and $\lambda_1$ increases with real $p$. There is thus one real root $-q$ between them, with $q=0.396$. A complex root cannot decay more slowly: $|(1-\tau)^{iy}|=1$ implies $\mathrm{Re}\,\lambda_1(p+iy)\ge\lambda_1(p)$, which is positive for $p>-q$.

Since $E_c$ is the only energy scale in this error, $e$ is $E_c^{2m}$ times a function of $E/E_c$. For $E\gg E_c$,
$$e\propto E_c^{2m}(E_c/E)^q .$$
The first factor is the size of the lost displacement; the second is the fading memory of the initial direction. The exponent $2m+q=0.896$ agrees with the marched slope, 0.896. Path length has no directional factor. Its error obeys the $l=0$ equation, whose constant solution gives exponent $2m$; the march gives 0.500.

Two limits clarify $q$. If $k\to\infty$, $q\simeq F(1/2)/k\to0$: the path is nearly straight and the simple estimate returns. If $k=0$, $F(0)=0$ gives $q=1/2$.

For higher moments, the error in $a_1^1$ enters the source. At order $n$ it produces terms $E^{2m(n-1)-q}$, found by dividing by $\lambda_l(2m(n-1)-q)$. At $n=2$, a new constant $l=0$ mode appears, of size $E_c^{4m}$, and it too feeds higher orders. At $E=1$,
$$\Delta M^n\simeq b_1G_n+b_2V_n,\qquad b_1\propto E_c^{2m+q},\quad b_2\propto E_c^{4m}.$$
The source recursion supplies $G_n$ and $V_n$, with $G_1=V_2=1$ and $V_1=0$. Errors of the first two moments at $E_c=10^{-5}$ fix $b_1$ and $b_2$. The other two errors there, and all four at $10^{-4}$, are then predictions. For errors marched on the 64-interval grid, the recursion uses the discrete symbol $\lambda_l^h$ and its root, $0.3963$ in place of $0.3964$; the ratios of computed to predicted error are then 1.00000. With the exact symbols, which ignore the grid shift, the ratios differ from 1 by up to 0.13%.

The second moment's local exponent between $10^{-3}$ and $10^{-4}$ is 0.855, below both 0.896 and 1. This requires terms of opposite sign. If $r$ is the first term's share of the total, $0.896r+(1-r)=0.855$ gives $r\simeq1.4$, so the second contributes about $-0.4$. Their ratio changes only as $E_c^{0.104}$, and the limiting exponent is approached slowly. At $k=0$ the two powers coincide. The source is then constant for $l=0$, while $\lambda_0(0)=0$; since $\Lambda_0\ln E=\lambda_0'(0)$, the response contains a logarithm and the two-power formula fails.

## Choosing the two controls together

At 64 intervals per decade, the cutoff-only errors of $M^1$ to $M^4$, relative to the uncut result on that grid, are $-1.26,-3.02,-4.66,-6.25$% at $E_c=10^{-2}$. At $10^{-4}$ they are $-0.020,-0.062,-0.10,-0.14$%. Their signs oppose those of the grid errors, so apparent agreement can mislead. At $E_c=10^{-2}$, the total error of the mean is $-0.62$% with 8 intervals per decade but $-1.23$% with 64. The coarse grid only looks better, because its positive grid error happens to cancel part of the negative cutoff error. For the fourth moment the cancellation overshoots: the total error is $+6.1$% on the coarse grid and $-5.8$% on the fine one.

Shape parameters need separate inspection. The third central moment is $0.378\times0.337^3=0.0145$, while $M^3=0.482$. Skewness therefore depends on a difference about 33 times smaller than the raw moment. At $E_c=10^{-4}$, refinement from 8 to 64 intervals per decade changes skewness from 0.536 to 0.384 and kurtosis from 3.34 to 2.88. Conversely, on the 64-interval grid kurtosis lies between 2.870 and 2.885 at the four cutoffs $10^{-1}$, $10^{-2}$, $10^{-3}$ and $10^{-4}$, although $M^4$ loses 35% at the highest cutoff. A steady kurtosis is no proof of a converged distribution.

The known exponent also permits extrapolation of the mean. If $M(E_c)=M_*+bE_c^{2m+q}$, then cutoffs a factor 10 apart give
$$M_*=M(10^{-3})+\frac{M(10^{-3})-M(10^{-2})}{10^{2m+q}-1}
=0.63074+\frac{0.63074-0.62380}{6.88}\simeq0.6317 .$$
This recovers the uncut mean on that grid. It cannot remove the remaining 0.026% grid error.

For raw moments within 1% in this example, 64 intervals per decade and $E_c=10^{-4}$ suffice without relying on cancellation: the separate magnitudes for $M^4$ add to $0.42+0.14=0.56$%. The march has 256 steps, and its cost grows as their square.

An independent test follows 200,000 ions collision by collision to $E_c=10^{-2}$; only transfers with $\tau<10^{-5}$ are replaced by continuous slowing without deflection. It gives $M^1=0.6234\pm0.0007$ and $M^4=0.473\pm0.002$, against values 0.6238 and 0.474 marched with 128 intervals per decade; the uncertainties are one standard error. This checks the transport equations and the march within the model. It does not assess channelling, surfaces, a realistic screened potential or electronic straggling. With a cross section that is not a single power, the uncut recursion and fixed exponents are lost, and $h$ and $E_c$ must be varied separately. The full scans are in the numerical output.

## Numbers as computed

```
Energy unit E0; length unit L; M_n in L^n; E=1 at start
m = 0.25, k = 0.5 (dimensionless), mass ratio = 1
symbol lambda_1(1/2) = 1.583333
q = 0.39640, mean cutoff exponent 2m+q = 0.89640
grid exponent 2-m = 1.75, C_m = 0.71276
Exact uncut M1..M4: 0.631579 0.512612 0.481881 0.504932
Exact mean[L], straggle[L], skewness, kurtosis:
0.63158 0.33722 0.37755 2.86620
Simulation, cutoff 0.01 E0, ions: 200000
simulated M1..M4: 0.62342 0.49698 0.45913 0.47263
standard errors:  0.00074 0.00106 0.00146 0.00207
marched M1..M4, 128/decade: 0.62376 0.49737 0.45989 0.47417
Cutoff scan, 64/decade: mean[L] straggle[L] skew kurt
Ec=1e-1 E0: 0.56906 0.29840 0.46997 2.87086
Ec=1e-2 E0: 0.62380 0.32935 0.41256 2.88412
Ec=1e-3 E0: 0.63074 0.33621 0.38855 2.88301
Ec=1e-4 E0: 0.63162 0.33744 0.38405 2.88289
Cutoff-only relative errors of M1..M4, percent, 64/decade
Ec=1e-1 E0: -9.9216 -19.5366 -27.7862 -35.1073
Ec=1e-2 E0: -1.2566 -3.0235 -4.6581 -6.2471
Ec=1e-3 E0: -0.1595 -0.4399 -0.7044 -0.9683
Ec=1e-4 E0: -0.0203 -0.0615 -0.1008 -0.1405
Local cutoff exponents M1..M4, 1e-3 to 1e-4 E0:
0.8963 0.8546 0.8445 0.8385
Local path-length cutoff exponent: 0.5000
Ec=1e-5 E0 error/forecast of M3, M4: 1.00000 1.00000
Ec=1e-4 E0 error/forecast of M1..M4: 1.00000 1.00000 1.00000 1.00000
Grid scan, Ec=1e-4 E0: mean[L] straggle[L] skew kurt
8/decade, h=0.28782: 0.63640 0.35035 0.53623 3.34491
16/decade, h=0.14391: 0.63307 0.34142 0.43413 3.03305
32/decade, h=0.07196: 0.63197 0.33841 0.39654 2.92012
64/decade, h=0.03598: 0.63162 0.33744 0.38405 2.88289
Grid-only relative errors of M1..M4, percent
8/decade: 0.7869 3.0237 7.0210 13.3312
16/decade: 0.2582 0.9887 2.2868 4.3016
32/decade: 0.0827 0.3155 0.7277 1.3629
64/decade: 0.0260 0.0990 0.2276 0.4248
Local grid orders M1..M4, 32 to 64/decade:
1.6675 1.6726 1.6767 1.6817
Total errors at Ec=1e-2 E0, M1..M4, percent
8/decade:  -0.6225 -0.3363 1.7944 6.1293
64/decade: -1.2309 -2.9276 -4.4411 -5.8488
Mean extrapolated from 1e-2, 1e-3 E0: 0.6317431 L
Uncut mean on the same grid: 0.6317433 L
```
